# The Least Half-to-Full Voltage of an Ideal Thermionic Selector

## Question

In a crossbar memory each cell sits where a row wire crosses a column wire, in series with a two-terminal selector. To address one cell, its row is raised to $V/2$ and its column lowered to $-V/2$, with all other wires at zero. The chosen cell then sees $V$, while every other cell on its row or column sees $V/2$. Suppose that the selector conducts only by thermal emission of electrons over a barrier. How large must the voltage step from half to full bias be at room temperature if the current is to change by five decades, and how does this voltage scale with temperature, current ratio and array size?

## Answer

### Why five decades matter

Let the array have $n$ rows and $n$ columns, ideal wires and equal cells. There are $n-1$ half-selected cells on the chosen row and $n-1$ on the chosen column. The remaining unselected cells see no voltage and carry no current. With the current ratio

$$R=\frac{I(V)}{I(V/2)},$$

the total half-select leakage, relative to the current of the chosen cell, is

$$f=\frac{2(n-1)I(V/2)}{I(V)}=\frac{2(n-1)}{R}.$$

For $n=1000$ and $R=10^5$ this is $1998/10^5=2.0\,\%$. With four decades it would be $20\,\%$. Five decades is thus a sensible demand for an array of this size, although the tolerable leakage depends on the circuit.

Here $V$ is the voltage across the selector alone. The drop across the memory element is considered near the end.

### Current over a barrier

Let $q>0$ be the elementary charge, and let electrons travel from a source contact to a drain contact. In forward bias the drain Fermi level lies $qV$ below that of the source. The barrier height $\Phi$ is the electron energy at the barrier top, measured from the source Fermi level.

If $\Phi\gg kT$, the states at the top that are filled from the source have the Boltzmann occupation $\exp[-(\Phi+p^2/2m)/kT]$. There are $2/h^3$ states per unit volume of position and momentum space, the factor 2 coming from spin. Electrons with $p_x>0$ cross the top, so the magnitude of the source current density is

$$J_{\rm s}=\frac{2q}{h^3}e^{-\Phi/kT}\int_0^\infty\frac{p_x}{m}e^{-p_x^2/2mkT}\,dp_x\int\!\!\int e^{-(p_y^2+p_z^2)/2mkT}\,dp_y\,dp_z .$$

The first integral equals $kT$, and the two transverse Gaussian integrals together give $2\pi mkT$. Hence

$$J_{\rm s}=A^*T^2e^{-\Phi/kT},\qquad A^*=\frac{4\pi qmk^2}{h^3}.$$

The drain also emits electrons over the same top. Seen from its lower Fermi level the barrier is $\Phi+qV$, so the net current density is

$$J(V)=A^*T^2e^{-\Phi(V)/kT}\left(1-e^{-qV/kT}\right).$$

The mass and the other constants in $A^*$ set the size of the current but cancel from $R$. What matters is how far the bias can lower $\Phi$.

### How far the barrier can follow the bias

Consider a one-dimensional device with fixed charge, a source at $x=0$ and a drain at $x=L$. The permittivity may vary with position. Because Poisson's equation is linear, the electron potential energy is

$$U(x,V)=U_0(x)-qVw(x).$$

The function $w$ carries the applied voltage and no charge, so $(\varepsilon w')'=0$, with $w(0)=0$ and $w(L)=1$. Thus $\varepsilon w'$ is a positive constant, and $w$ rises steadily from 0 to 1.

Let $x_{\rm h}$ be the position of the barrier top at half bias. The highest energy at full bias cannot be less than the energy at this particular point:

$$U_{\max}(V)\ge U(x_{\rm h},V)=U_{\max}(V/2)-\frac{qV}{2}w(x_{\rm h})\ge U_{\max}(V/2)-\frac{qV}{2}.$$

The source Fermi level is the fixed reference, so

$$\Phi(V/2)-\Phi(V)\le\frac{qV}{2}.$$

The barrier therefore falls by no more than the added voltage. In a numerical test on 200 devices with random fixed charges and permittivities, no device broke this bound, and the largest fall was 0.878 of the added voltage.

The argument does not cover charge that moves or switches with bias. For such devices the inequality is an assumption, to be justified separately.

### The least voltage

Define $y=qV/2kT$, the half bias in thermal units. Dividing the full-bias current by the half-bias current gives

$$R=\exp\!\left[\frac{\Phi(V/2)-\Phi(V)}{kT}\right]\frac{1-e^{-2y}}{1-e^{-y}}.$$

Since $1-e^{-2y}=(1-e^{-y})(1+e^{-y})$, the last fraction equals $1+e^{-y}$. The exponential factor is at most $e^y$. Therefore

$$R\le e^y(1+e^{-y})=e^y+1,$$

and solving for the half-to-full step gives

$$\boxed{\frac V2\ge\frac{kT}{q}\ln(R-1)}.$$

At 300 K, $kT/q=25.852$ mV, and for $R=10^5$ the logarithm is 11.513. The bound is

$$25.852\ \text{mV}\times11.513=297.6\ \text{mV}\approx0.30\ \text{V}.$$

The full bias must then be at least 0.595 V. To three figures the step is 0.298 V; it reaches 0.30 V at 302.4 K. The rounded figure is thus a fair room-temperature estimate, but not a strict limit at 300 K.

The 1 inside the logarithm comes from back-emission. Dropping it changes the answer by only 0.26 µV and leaves

$$\frac V2\simeq\frac{kT}{q}\ln R=\left(\frac{kT}{q}\ln10\right)\log_{10}R .$$

Each decade costs 59.5 mV at 300 K. In the opposite limit, $y\to0$, the largest ratio is 2: doubling a small voltage doubles the current, as in a resistor.

### Scaling

At fixed $R$, the required voltage is proportional to absolute temperature. At fixed temperature it grows with the logarithm of the ratio, so a tenfold larger ratio costs another 59.5 mV.

For a fixed leakage fraction $f$, the required ratio is $R=2(n-1)/f$. In a large array, doubling the number of lines per side doubles $R$ and raises the step by $(kT/q)\ln2=17.9$ mV at 300 K. A larger array thus needs only a little more selector voltage in this model, which leaves out wire resistance.

### A diode that reaches the bound

In an ideal Schottky diode the source is the semiconductor and the drain is the metal. The barrier top lies at the metal contact, at a fixed height $\Phi_B$ above the metal Fermi level. Forward bias raises the semiconductor Fermi level by $qV$ relative to that of the metal, so

$$\Phi(V)=\Phi_B-qV .$$

This holds even though the edge of the depletion layer moves. Substitution into the net current gives

$$J=A^*T^2e^{-\Phi_B/kT}\left(e^{qV/kT}-1\right),$$

$$R=\frac{e^{2y}-1}{e^y-1}=e^y+1.$$

The bound is reached, provided the semiconductor bands are still bent at full bias. For donor density $N$ and effective density of conduction-band states $N_c$, the band edge of the neutral semiconductor lies $\xi=kT\ln(N_c/N)$ above its Fermi level. The remaining band bending is

$$\psi=\Phi_B-\xi-qV .$$

It must stay positive, and well above $kT$ if the simple depletion picture is to hold.

Take $\Phi_B=0.85$ eV, $N=10^{17}$ cm$^{-3}$, an isotropic mass of 0.30 electron masses, relative permittivity 12, mobility 300 cm2/Vs and a square cell of side 200 nm. These are round model parameters. Then $\xi=0.096$ eV and, at full bias,

$$\psi=0.850-0.096-0.595=0.159\ \text{eV},$$

about six times $kT$. The barrier seen from the semiconductor Fermi level is $0.850-0.595=0.255$ eV. With $A^*=36.1$ A/(cm2 K2), the current density is

$$J=36.1\times300^2\times e^{-0.2547/0.025852}\simeq1.7\times10^2\ \text{A/cm}^2 .$$

The cell area is $4\times10^{-10}$ cm$^2$, so the cell carries 68 nA. At half bias the current density is $1.7\times10^{-3}$ A/cm$^2$, five decades lower. Using Fermi instead of Boltzmann occupation changes the full-bias current by a relative $-1.3\times10^{-5}$, so degeneracy is negligible here.

### A selector for both polarities

A bipolar memory needs current in both directions, which suggests a symmetric barrier. This symmetry has a price. Let the permittivity be uniform, so that $w=x/L$, and let the two contacts be alike and the fixed charge symmetric, so that $U_0(x)=U_0(L-x)$. For a point with $x>L/2$ and $V>0$,

$$U(x,V)=U_0(L-x)-\frac{qVx}{L}<U_0(L-x)-\frac{qV(L-x)}{L}=U(L-x,V).$$

Every point in the drain half is lower than its mirror point, so the top lies in the source half, where $w\le1/2$. Repeating the earlier argument with this limit gives a barrier fall of at most $qV/4$ between half and full bias. Hence

$$R\le e^{y/2}(1+e^{-y})=e^{y/2}+e^{-y/2}.$$

For large $R$ the second term is negligible and $V/2\gtrsim2(kT/q)\ln R$. Five decades now need 0.595 V between half and full bias, twice the general bound. This result applies to a symmetric barrier with fixed charge and uniform permittivity, not to every bipolar selector.

### What the ideal diode leaves out

Three corrections to the Schottky diode depend on the field in its depletion layer. Let $x$ run from the metal into the semiconductor, and measure energy from the neutral band edge. For uniform donor charge,

$$U=\psi\left(1-\frac xW\right)^2 .$$

Poisson's equation requires $U''=2\psi/W^2=q^2N/\varepsilon$, so

$$W=\sqrt{\frac{2\varepsilon\psi}{q^2N}},\qquad F=\frac{2\psi}{qW}=\sqrt{\frac{2N\psi}{\varepsilon}},$$

where $F$ is the field at the contact. In this approximation, which neglects the charge of mobile electrons, it falls from 0.117 MV/cm at half bias to 0.069 MV/cm at full bias. Including the mobile electrons lowers these values to about 0.114 and 0.063 MV/cm.

**Image force.** An electron at distance $x$ from the metal is attracted by an image charge at distance $2x$. This adds the energy $-q^2/(16\pi\varepsilon x)$. Close to the contact,

$$U\simeq\psi-qFx-\frac{q^2}{16\pi\varepsilon x}.$$

Setting the derivative to zero gives $x_m=\sqrt{q/(16\pi\varepsilon F)}$. At this point the two negative terms are equal, so the top is lowered by

$$\Delta=2qFx_m=q\sqrt{\frac{qF}{4\pi\varepsilon}} .$$

The lowering is 37.5 meV at half bias but 28.8 meV at full bias. It helps the unwanted current more. The difference suggests a penalty of 8.7 mV; solving again for $R=10^5$, with the fields changing as the voltage rises, gives 9.4 mV.

**Tunnelling.** Electrons below the top can pass through the barrier. In the WKB estimate their transmission is $e^{-S}$, with

$$S(E)=\frac2\hbar\int_0^{x_E}\sqrt{2m[U(x)-E]}\,dx,\qquad U(x_E)=E .$$

Taking unit transmission above the top, the current is multiplied by

$$G=1+\frac1{kT}\int_0^\psi e^{(\psi-E)/kT-S(E)}\,dE .$$

The first exponential term accounts for the larger number of electrons at lower energy. The factor is 2.44 at half bias and 1.79 at full bias. Tunnelling thus changes both currents noticeably, but much of its effect cancels from the ratio. The penalty is 8.4 mV.

**Transport to the contact.** Collisions in the depletion layer limit the supply of electrons. With diffusion constant $D=\mu kT/q$, where $\mu$ is the mobility, the electron flux towards the metal is

$$\Gamma=D\left(\frac{dn}{dx}+\frac n{kT}\frac{dU}{dx}\right)=De^{-U/kT}\frac{d}{dx}\left(ne^{U/kT}\right).$$

The flux is constant in a steady state. Dividing by $De^{-U/kT}$ and integrating from the contact to $W$, where $U=0$ and $n=N$, gives

$$N-n(0)e^{\psi/kT}=\frac\Gamma D\int_0^We^{U/kT}\,dx .$$

Emission back from the metal is smaller by $e^{-qV/kT}$, about $10^{-5}$ at half bias, and is neglected here. At the contact then $\Gamma=v_Rn(0)$, with thermal emission velocity $v_R=\sqrt{kT/2\pi m}$. Define

$$\frac1{v_D}=\frac1D\int_0^We^{(U-\psi)/kT}\,dx .$$

Multiplying the integrated equation by $e^{-\psi/kT}$ and collecting the terms in $\Gamma$ then gives

$$\Gamma=Ne^{-\psi/kT}v_R\,\frac{v_D}{v_D+v_R}.$$

The last fraction is the correction to ideal emission. It is 0.874 at half bias and 0.791 at full bias, where the weaker field carries electrons to the contact less effectively. The penalty is 2.7 mV. This correction is uncertain: the barrier falls by $kT$ within 2 to 4 nm of the contact, less than the mean free path of roughly 10 nm, so drift and diffusion describe this region poorly.

Multiplying all three corrections into the current raises the required step from 0.298 to 0.322 V, or by about 8 %. This is a rough estimate, and its errors do not all point the same way. The tunnelling and transport factors use the barrier without its image-force rounding, although all three effects act on the same barrier top. The WKB formula is crude near the top, and unit transmission above it ignores quantum reflection at the metal. Solving the Schrödinger equation for one rounded barrier, with a simple step model of the metal, gives a total penalty of about 14 mV instead of 24 mV. Mobile electrons, which weaken the field more at full bias, push the estimate up. The band bending left at the new full bias is 0.110 eV, about four times $kT$, so the depletion approximation is also becoming rough.

### Temperature and the real device

At 85 °C the ideal step rises to 0.355 V and the full bias to about 0.71 V. The example diode then has only 0.016 eV of band bending left, less than the thermal energy of 0.031 eV. Its exponential current law is no longer reliable. A selector with this barrier can meet the ideal requirement at 300 K and still lack the margin for hot operation. For the same doping and current ratio, one remedy is a higher barrier, at the cost of a lower current at a given bias.

The barrier and doping are roughly typical of a moderately doped Schottky diode, but the 200 nm cell is large for a dense memory, where a few tens of nanometres is a rough typical size. The depletion width, 46 nm at full bias and 100 nm at zero bias, is comparable to the cell side, so edge fields are not negligible, and a 30 nm cell would hold only about nine donors in its depletion layer. The model also has a single conduction valley. With the larger $N_c$ of silicon, $\xi$ would be 0.146 eV, the band bending at full bias 0.109 eV, and none would be left at 85 °C. The zero-bias contact field of 0.15 MV/cm is below a rough breakdown field of a few tenths of MV/cm. The current is a more serious limit. Writing a small phase-change or resistive cell can require roughly 1 MA/cm$^2$ or more, far above the 170 A/cm$^2$ found here. Even if the emission law is extended to flat bands, where $\Phi=\xi$, it gives only $A^*T^2e^{-\xi/kT}\simeq8\times10^4$ A/cm$^2$. The example could serve for sensing a small current, but not for such a write operation. Real Schottky diodes break the assumption of a barrier unaffected by the field; for these parameters, the estimates above move the step by roughly 14 to 24 mV, depending on the treatment. Recombination in the depletion layer is also left out, and it adds mainly to the half-bias current. For silicon-like values and midgap traps it is about 5 % of that current at a lifetime of 1 ns, and at 10 ps it cuts the ratio to about $2\times10^4$.

A memory element in series takes a further voltage $V_m$ at full current. If it is resistive and unchanged between the two biases, its drop at half bias is smaller by $R$ and can be neglected. The selector voltage then changes by $V_{\rm cell}/2-V_m$, where $V_{\rm cell}$ is the full voltage across the pair. Half the cell voltage must therefore be at least about $0.298\ \text{V}+V_m$ at 300 K. The selector itself then carries $0.595\ \text{V}+V_m$ at full bias, so the example diode reaches flat bands once $V_m$ approaches 0.16 V, and a higher barrier is needed beyond that. Wire resistance and differences between cells need further margin.

The bound fails for a selector whose barrier collapses through internal feedback, or whose current switches to another conduction path. Threshold switches are of this kind: a small added voltage can trigger a large change of current, so 59.5 mV per decade is no limit for them. Tunnelling selectors also lie outside the derivation, because their current is not set by the thermal population above a barrier. The value of 0.298 V belongs to thermionic emission with a barrier that follows the bias at most one for one. The numerical output below lists the values for the example.

## Numbers as computed

```
temperature: 300 K
required current ratio: 1e+05
thermal voltage kT/q: 25.852 mV
voltage per decade: 59.53 mV
ideal half-to-full voltage: 0.2976 V
ideal full bias: 0.5953 V
change from back-emission: 0.26 uV
temperature for exactly 0.30 V: 302.4 K
barrier-top shift / added bias, random cases, largest: 0.878
lines per side of array: 1000
half-selected cells: 1998
array leakage / selected current: 2.00 %
barrier height: 0.85 eV
doping: 1.0e+17 cm^-3
relative permittivity: 12
effective mass: 0.30 electron masses
mobility: 300 cm2/Vs
cell side: 200 nm
Richardson constant: 36.1 A/(cm2 K2)
band edge above Fermi level: 0.096 eV
current density at half bias: 1.705e-03 A/cm2
current density at full bias: 170.5 A/cm2
cell current at full bias: 68.2 nA
relative current shift by degeneracy: -1.3e-05
peak field at zero bias: 0.151 MV/cm
band bending at half bias: 0.456 eV
depletion width at half bias: 77.8 nm
contact field at half bias: 0.117 MV/cm
image lowering at half bias: 37.5 meV
tunnelling gain at half bias: 2.441
layer transport factor at half bias: 0.874
band bending at full bias: 0.159 eV
depletion width at full bias: 45.9 nm
contact field at full bias: 0.069 MV/cm
image lowering at full bias: 28.8 meV
tunnelling gain at full bias: 1.794
layer transport factor at full bias: 0.791
tunnelling energy E00: 3.09 meV
emission velocity: 4.91e+06 cm/s
extra voltage, image force: 9.4 mV
extra voltage, tunnelling: 8.4 mV
extra voltage, layer transport: 2.7 mV
half-to-full voltage, all three: 0.322 V
band bending left then at full bias: 0.110 eV
hot temperature of use: 358.15 K
ideal half-to-full voltage when hot: 0.355 V
thermal energy when hot: 0.0309 eV
band bending left when hot, full bias: 0.016 eV
```
